\section*{Logistic Amorphization by Direct Impact and Defect Stimulation: Two Derivations}

\section{First derivation: the balance of amorphous material}

Take a thin crystalline layer in which each ion amorphizes, on average, an area of $0.2\ \mathrm{nm^2}$. If nothing else happens, half of the layer is amorphous after $3.466$ ions per $\mathrm{nm^2}$, and one quarter of that fluence already amorphizes $15.9\,\%$ of it. Now let existing amorphous material help the ions to make more, with a second cross-section of $1.6\ \mathrm{nm^2}$. Half of the layer is then amorphous after only $1.279$ ions per $\mathrm{nm^2}$, yet one quarter of this smaller fluence amorphizes just $8.0\,\%$. The process has become faster as a whole and slower at its start relative to its own half-way point. The rate per ion also behaves differently: it first rises, from $0.200$ to $0.506\ \mathrm{nm^2}$, although less and less crystal is left to convert.

These cross-sections are round model parameters and describe no particular material. The question is what law connects the two behaviours, and how strong the stimulation must be before the dose response takes the shape of an S.

\subsection{Direct impacts}

Let $\Phi$ be the fluence, the number of ions received per unit area, and let $f(\Phi)$ be the amorphous fraction of the layer. The layer is thin enough for the damage to be uniform through its depth. Ion species, energy, temperature and flux are fixed, so the cross-sections below are constants. Amorphous material does not recover.

Suppose first that an ion amorphizes everything inside a footprint of area $\sigma_a$ around its point of impact. On a large area $A$, $n=\Phi A$ ions arrive at independent random positions. A given point escapes one ion with probability $1-\sigma_a/A$, and escapes all of them with probability
\begin{equation}
\left(1-\frac{\sigma_a}{A}\right)^{\Phi A}
=\exp\left[\Phi A\ln\left(1-\frac{\sigma_a}{A}\right)\right]
\longrightarrow e^{-\sigma_a\Phi}
\qquad (A\to\infty),
\end{equation}
because $\ln(1-x)=-x+O(x^2)$. The direct-impact law is therefore $f=1-e^{-\sigma_a\Phi}$. It saturates because later footprints fall more and more on material that is already amorphous. Its differential form is $df/d\Phi=\sigma_a(1-f)$.

\subsection{Stimulated amorphization and the mean-field step}

An ion can also leave a crystalline region damaged but not amorphous. In this model such damage collapses into the amorphous state if it meets amorphous material, and otherwise has no lasting effect. Let $\sigma_s$ be the cross-section for producing damage of this kind.

To give ``meets'' a definite meaning, divide the layer into $N$ equal cells that can all influence one another. Put $a_i=1$ if cell $i$ is amorphous and $a_i=0$ if it is crystalline, and let $F=N^{-1}\sum_i a_i$ be the amorphous fraction in one realization. During a small fluence $d\Phi$, a crystalline cell is converted with probability $(\sigma_a+\sigma_sF)\,d\Phi$. Each conversion raises $F$ by $1/N$, and there are $N(1-F)$ crystalline cells, so the expected increase of $F$ is $(1-F)(\sigma_a+\sigma_sF)\,d\Phi$.

Now average over realizations and write $m=\langle F\rangle$. With $\langle F^2\rangle=m^2+\mathrm{Var}\,F$,
\begin{align}
\frac{dm}{d\Phi}
&=\sigma_a(1-m)+\sigma_s\left(m-\langle F^2\rangle\right)\nonumber\\
&=(1-m)(\sigma_a+\sigma_s m)-\sigma_s\,\mathrm{Var}\,F .
\label{eq:moment}
\end{align}
This equation holds for every $N$, but it is not closed, since the variance is unknown. The mean-field assumption is that the fluctuations of $F$ are negligible. Writing $f$ for the mean fraction under this assumption, we obtain
\begin{equation}
\frac{df}{d\Phi}=(1-f)(\sigma_a+\sigma_s f).
\label{eq:rate}
\end{equation}
The first factor is the supply of crystal, which shrinks. The second is the effective cross-section of a crystalline cell, which grows. For $\sigma_s=0$ the variance drops out of Eq.~(\ref{eq:moment}), and no approximation has been made.

\subsection{Why the equation is logistic}

Let $\sigma_a>0$, and define
\begin{equation}
S=\sigma_a+\sigma_s,\qquad r=\frac{\sigma_s}{\sigma_a}.
\end{equation}
For $\sigma_s>0$, shift the unknown by a constant, $g=f+1/r$. Then $\sigma_a+\sigma_sf=\sigma_sg$ and $1-f=1+1/r-g$, so that
\begin{equation}
\frac{dg}{d\Phi}=\sigma_s\,g\left(1+\frac1r-g\right).
\end{equation}
This is the logistic equation with saturation value $K=1+1/r$. Its growth rate at small $g$ is $\sigma_sK=S$.

The right-hand side is a parabola in $g$ with its maximum at $K/2$. The slope of the curve thus rises while $g<K/2$ and falls afterwards. An initially crystalline layer starts at $g=1/r$, which is near zero only for large $r$. It passes through part of the rising half only if $1/r<(1+1/r)/2$, which means $r>1$. Every solution with $\sigma_s>0$ is a piece of a logistic curve, but for $r\le1$ the piece that is traversed contains none of the lower bend.

\subsection{Integration}

Equation~(\ref{eq:rate}) separates. The partial fractions are
\begin{equation}
\frac{1}{(1-f)(\sigma_a+\sigma_sf)}
=\frac1S\left[\frac{1}{1-f}+\frac{\sigma_s}{\sigma_a+\sigma_sf}\right],
\end{equation}
as one sees by combining the bracket over a common denominator: the numerator is $\sigma_a+\sigma_sf+\sigma_s(1-f)=S$. Let the layer start with a fraction $f_0<1$ already amorphous. The first term integrates to $-\ln(1-f)$ and the second to $\ln(\sigma_a+\sigma_sf)$. Hence
\begin{equation}
S\Phi=\ln\frac{R}{R_0},\qquad
R=\frac{\sigma_a+\sigma_sf}{1-f},\qquad
R_0=\frac{\sigma_a+\sigma_sf_0}{1-f_0}.
\label{eq:R}
\end{equation}
The ratio $R$ grows as a pure exponential, $R=R_0e^{S\Phi}$. Solving $R(1-f)=\sigma_a+\sigma_sf$ for $f$ gives
\begin{equation}
f=\frac{R-\sigma_a}{R+\sigma_s},\qquad
1-f=\frac{S}{R+\sigma_s}.
\label{eq:general}
\end{equation}
For an initially crystalline layer $R_0=\sigma_a$, and the result is
\begin{equation}
f(\Phi)=1-\frac{S}{\sigma_s+\sigma_a e^{S\Phi}} .
\label{eq:result}
\end{equation}
Setting $\sigma_s=0$ makes $S=\sigma_a$ and returns $f=1-e^{-\sigma_a\Phi}$. If instead $\sigma_a=0$ and $f_0=0$, Eq.~(\ref{eq:rate}) gives $f=0$ at all fluences: stimulation multiplies amorphous material but cannot create the first of it.

\subsection{Where the inflection appears}

Differentiate Eq.~(\ref{eq:rate}) once more with the product and chain rules:
\begin{equation}
\frac{d^2f}{d\Phi^2}
=\frac{df}{d\Phi}\left[-(\sigma_a+\sigma_sf)+\sigma_s(1-f)\right]
=\frac{df}{d\Phi}\left(\sigma_s-\sigma_a-2\sigma_sf\right).
\end{equation}
The slope is positive, so the last bracket fixes the sign. For $r\le1$ it is negative at every $f>0$, and the curve bends downwards throughout. For $r>1$ it is positive at first and vanishes at
\begin{equation}
f_i=\frac12\left(1-\frac1r\right).
\end{equation}
At this point $\sigma_a+\sigma_sf_i=S/2$ and $1-f_i=S/(2\sigma_s)$. Their ratio is $R=\sigma_s$ and their product is the slope. With $R=\sigma_ae^{S\Phi}$,
\begin{equation}
\Phi_i=\frac{\ln r}{S},\qquad
\left.\frac{df}{d\Phi}\right|_{\max}=\frac{S^2}{4\sigma_s}.
\label{eq:inflection}
\end{equation}

The change from exponential saturation to a sigmoid therefore has two stages. Any $\sigma_s>0$ destroys the pure exponential, but the inflection enters, from zero fluence, only when $\sigma_s$ exceeds $\sigma_a$. It always lies below half amorphization.

For the example, $\sigma_s=1.6\ \mathrm{nm^2}$ gives $r=8$ and $S=1.8\ \mathrm{nm^2}$. The inflection is at $f_i=0.4375$ and $\Phi_i=\ln 8/1.8=1.155\ \mathrm{nm^{-2}}$, or $1.155\times10^{14}\ \mathrm{cm^{-2}}$. The greatest slope is $1.8^2/(4\times1.6)=0.506\ \mathrm{nm^2}$, the value quoted at the start.

\subsection{Half-fluence and sharpness}

With $f_0=0$, Eq.~(\ref{eq:R}) gives the fluence needed for a chosen fraction:
\begin{equation}
\Phi(f)=\frac1S\ln\frac{1+rf}{1-f},\qquad
\Phi_{1/2}=\frac{\ln(2+r)}{S}.
\end{equation}
For $r=8$ the half-fluence is $\ln10/1.8=1.279\ \mathrm{nm^{-2}}$, or $1.279\times10^{14}\ \mathrm{cm^{-2}}$. At one quarter of the half-fluence $e^{S\Phi}=(2+r)^{1/4}$, so Eq.~(\ref{eq:result}) becomes
\begin{equation}
f\left(\tfrac14\Phi_{1/2}\right)=\frac{(2+r)^{1/4}-1}{(2+r)^{1/4}+r}.
\end{equation}
This is $0.189/1.189=0.159$ for $r=0$ and $0.778/9.778=0.080$ for $r=8$, which accounts for the two percentages in the opening paragraph.

A measure of sharpness that needs no fluence calibration is the ratio
\begin{equation}
\frac{\Phi(0.9)}{\Phi(0.1)}
=\frac{\ln[10(1+0.9r)]}{\ln[(1+0.1r)/0.9]} .
\end{equation}
It depends on $r$ alone. With $\sigma_a=0.2\ \mathrm{nm^2}$ the formulas give:

\begin{center}
\begin{tabular}{cccc}
$r$ & $\Phi_{1/2}$ ($\mathrm{nm^{-2}}$) & $\Phi(0.9)/\Phi(0.1)$ & inflection\\
0 & 3.466 & 21.85 & none\\
0.5 & 3.054 & 17.35 & none\\
1 & 2.747 & 14.67 & none\\
1.5 & 2.506 & 12.88 & $f_i=0.167$\\
8 & 1.279 & 6.36 & $f_i=0.438$
\end{tabular}
\end{center}

The sharpness changes smoothly through $r=1$. The threshold concerns the sign of a curvature and is not a sudden change in the process.

\subsection{Both ends of the curve, and initial damage}

At zero fluence the slope is $\sigma_a$ and the second derivative is $\sigma_a(\sigma_s-\sigma_a)$, so
\begin{equation}
f=\sigma_a\Phi+\tfrac12\sigma_a(\sigma_s-\sigma_a)\Phi^2+O(\Phi^3).
\end{equation}
The initial slope measures the direct cross-section alone. In the quadratic term, loss of crystal competes with gain of stimulating material, and the two balance at $r=1$. For $r=8$ and $\Phi=0.1\ \mathrm{nm^{-2}}$ the linear term gives $0.0200$, both terms give $0.0214$, and Eq.~(\ref{eq:result}) also gives $0.0214$.

At high fluence $\sigma_ae^{S\Phi}$ dominates the denominator of Eq.~(\ref{eq:result}), and
\begin{equation}
1-f\simeq(1+r)e^{-S\Phi}.
\end{equation}
The sigmoid thus ends in an exponential approach to saturation, now with the rate $S$. This tail law is too large by the fraction $re^{-S\Phi}$ of the exact $1-f$. At $3.0\ \mathrm{nm^{-2}}$ the law gives $0.0406$ for the remaining crystal, where Eq.~(\ref{eq:result}) gives $0.0392$.

Initial damage can hide the lower bend. Since $R=\sigma_s$ at the inflection, Eq.~(\ref{eq:R}) places it at $\Phi=\ln(\sigma_s/R_0)/S$, which is positive only if $f_0<f_i$. For $r=8$ and $f_0=0.2$, $R_0=0.52/0.8=0.65\ \mathrm{nm^2}$, and the inflection moves to a lower fluence, $\ln(1.6/0.65)/1.8=0.500\ \mathrm{nm^{-2}}$. With $f_0=0.6$ there is none.

\section{Second derivation: the history of one cell}

The symbols are those of the first half. The fluence is $\Phi$, the amorphous fraction is $f$, the direct and stimulated cross-sections are $\sigma_a$ and $\sigma_s$, and $S=\sigma_a+\sigma_s$, $r=\sigma_s/\sigma_a$. A crystalline cell among $N$ mutually coupled cells is converted with probability $(\sigma_a+\sigma_sF)\,d\Phi$, where $F$ is the current amorphous fraction. Neglecting the fluctuations of $F$ led to
\begin{equation}
\frac{df}{d\Phi}=(1-f)(\sigma_a+\sigma_sf),\qquad
1-f=\frac{S}{\sigma_s+\sigma_ae^{S\Phi}}
\label{eq:recall}
\end{equation}
for an initially crystalline layer, with an inflection at $\Phi_i=\ln r/S$ when $r>1$. The same solution can be reached without writing a rate equation for $f$, by asking what must have happened for one chosen cell to be still crystalline.

\subsection{Tracing the causes backwards}

Describe the stimulated process as follows. Every cell, whatever its state, receives stimulated attempts at random, with probability $\sigma_s\,d\Phi$ in each small fluence interval. Each attempt names a partner, drawn with equal probability from the $N$ cells. If the partner is amorphous at that moment, the attempted cell becomes amorphous; otherwise nothing happens. Every cell also receives direct hits with probability $\sigma_a\,d\Phi$. Hits and attempts on different cells are independent. An attempt finds an amorphous partner with probability $F$, so a crystalline cell is converted with probability $(\sigma_a+\sigma_sF)\,d\Phi$. This is the model of the first half, with the randomness laid out in advance of its consequences.

Choose one cell at fluence $\Phi$ and go back towards zero fluence, keeping a list of cells. The list starts with the chosen cell. Whenever a listed cell received an attempt, its partner is added to the list, because the partner's earlier state mattered. Let $u$ be the fluence traced back so far.

The chosen cell is crystalline at $\Phi$ if and only if no listed cell received a direct hit during the interval in which it was on the list. Both directions need an argument.

Suppose the chosen cell is amorphous. It was converted either by a direct hit or by an attempt whose partner was amorphous. In the second case go to the partner and ask the same question at the earlier fluence. The layer began crystalline and the number of events is finite, so this chain ends at a direct hit, and that hit fell on a listed cell.

Suppose conversely that a listed cell was hit. It became amorphous and, as there is no recovery, was still amorphous at the later fluence at which it was named as a partner. The cell that named it then became amorphous, if it was not so already. Repeating the argument leads up to the chosen cell.

\subsection{The number of cells in the history}

Let $N$ be so large that each new partner is a cell not yet on the list. With $n$ cells listed, an attempt on any of them has probability $n\sigma_s\,du$ and lengthens the list to $n+1$. A direct hit on any of them has probability $n\sigma_a\,du$ and settles that the chosen cell is amorphous.

Let $p_n(u)$ be the probability that, after tracing back $u$, the list has $n$ cells and no direct hit has been found. This probability is lost through both kinds of event and gained through attempts on a list of $n-1$ cells:
\begin{equation}
\frac{dp_n}{du}=-nS\,p_n+(n-1)\sigma_s\,p_{n-1},
\qquad p_1(0)=1,
\label{eq:pn}
\end{equation}
with all other $p_n(0)=0$. These equations are linear, in contrast to the rate equation for $f$.

Remove the loss term by writing $p_n=e^{-nSu}y_n$. The gain term then carries the factor $e^{nSu}e^{-(n-1)Su}=e^{Su}$, so
\begin{equation}
\frac{dy_n}{du}=(n-1)\sigma_se^{Su}y_{n-1}.
\end{equation}
Take as new variable $w=(\sigma_s/S)(e^{Su}-1)$, for which $dw=\sigma_se^{Su}du$ and $w=0$ at $u=0$. The chain becomes
\begin{equation}
\frac{dy_n}{dw}=(n-1)\,y_{n-1},\qquad y_1=1 .
\end{equation}
If $y_{n-1}=w^{n-2}$, integration from $w=0$ gives $y_n=w^{n-1}$. The case $n=1$ is true, so by induction it holds for all $n$. Therefore
\begin{equation}
p_n(u)=e^{-Su}\,b^{\,n-1},\qquad
b(u)=e^{-Su}w=\frac{\sigma_s}{S}\left(1-e^{-Su}\right).
\end{equation}
The probabilities form a geometric sequence, and $b<1$.

\subsection{Summing over histories}

The chosen cell is crystalline if the whole interval, $u=\Phi$, has been traced without finding a direct hit, whatever the length of the list:
\begin{align}
1-f&=\sum_{n=1}^{\infty}p_n(\Phi)=\frac{e^{-S\Phi}}{1-b(\Phi)}\nonumber\\
&=\frac{S}{e^{S\Phi}\left(S-\sigma_s+\sigma_se^{-S\Phi}\right)}
=\frac{S}{\sigma_s+\sigma_ae^{S\Phi}} .
\end{align}
The second line follows on multiplying numerator and denominator by $Se^{S\Phi}$ and using $S-\sigma_s=\sigma_a$. This is the solution in Eq.~(\ref{eq:recall}).

If each cell is amorphous at the start with independent probability $f_0$, every listed cell must also have begun crystalline. The $n$th term acquires the factor $(1-f_0)^n$, and
\begin{equation}
1-f=\frac{e^{-S\Phi}(1-f_0)}{1-(1-f_0)b}
=\frac{S}{\sigma_s+\dfrac{\sigma_a+\sigma_sf_0}{1-f_0}\,e^{S\Phi}} .
\end{equation}
Here numerator and denominator were multiplied by $Se^{S\Phi}/(1-f_0)$, and $S/(1-f_0)-\sigma_s=(\sigma_a+\sigma_sf_0)/(1-f_0)$ was used. This agrees with the first derivation for a damaged layer.

The terms have a direct meaning. For $r=8$ at the half-fluence, $e^{S\Phi}=2+r=10$. Then $p_1=0.1$ and $b=(8/9)(1-0.1)=0.8$, and the sum is $0.1/0.2=0.5$. One cell in ten has received neither a hit nor an attempt. A further four in ten have received attempts and remain crystalline because every partner was crystalline when it was named.

\subsection{The rise of the rate, seen from the history}

Add up Eq.~(\ref{eq:pn}) over $n$. The gain terms sum to $\sigma_s\sum_n np_n$, so
\begin{equation}
\frac{df}{d\Phi}=(S-\sigma_s)\sum_{n}np_n
=\sigma_a\,\frac{e^{-S\Phi}}{(1-b)^2}
=(1-f)\,\frac{\sigma_a}{1-b}.
\label{eq:amplify}
\end{equation}
Among crystalline cells the mean length of the list is $1/(1-b)$. The effective cross-section of a crystalline cell is thus the direct one multiplied by the mean number of cells whose amorphization at zero fluence would have reached it. In the example at half-fluence this number is $1/0.2=5$, and the effective cross-section is $5\times0.2=1.0\ \mathrm{nm^2}$. The rate equation gives the same: $0.2+1.6\times0.5=1.0\ \mathrm{nm^2}$.

The agreement is general. Since $1/(1-b)=(1-f)e^{S\Phi}$, and Eq.~(\ref{eq:recall}) can be written as $\sigma_ae^{S\Phi}(1-f)=S-\sigma_s(1-f)$, we have $\sigma_a/(1-b)=\sigma_a+\sigma_sf$. The rate equation appears here as a consequence.

The inflection follows too. With $db/d\Phi=\sigma_se^{-S\Phi}$ and $S(1-b)=\sigma_a+\sigma_se^{-S\Phi}$, the logarithmic derivative of the slope is
\begin{equation}
\frac{d}{d\Phi}\ln\frac{df}{d\Phi}
=-S+\frac{2\sigma_se^{-S\Phi}}{1-b}
=S\,\frac{\sigma_se^{-S\Phi}-\sigma_a}{\sigma_se^{-S\Phi}+\sigma_a}.
\end{equation}
It is positive as long as $e^{S\Phi}<r$. A range of positive fluence with this property exists if and only if $r>1$, and it ends at $\Phi_i=\ln r/S$.

\subsection{What a finite number of cells changes}

The history also shows what the mean-field law leaves out. With $N$ cells, a new partner is already listed with probability $n/N$, and then the list does not grow. The growth rate is $n\sigma_s(1-n/N)$ instead of $n\sigma_s$. Let $P_n(u)$ be the probabilities for this slower growth, so that the exact mean fraction $m$ obeys $1-m=\sum_nP_n(\Phi)$. Let $z(u)=1-f(\Phi-u)$ be the mean-field crystalline fraction at the fluence still to be traced, and consider
\begin{equation}
H(u)=\sum_nP_n(u)\,z(u)^n .
\end{equation}
At $u=0$ it equals $1-f(\Phi)$. At $u=\Phi$, where $z=1$, it equals $1-m$. Its derivative has two parts. The change of the $P_n$ contributes
\begin{equation}
\sum_nP_n\,n\left[-\sigma_az^n-\sigma_s\left(1-\frac nN\right)(z^n-z^{n+1})\right],
\end{equation}
and the change of $z$, for which $dz/du=z[\sigma_a+\sigma_s(1-z)]$ by the rate equation, contributes $\sum_nP_n\,n\left[\sigma_az^n+\sigma_s(z^n-z^{n+1})\right]$. Only the terms with $n/N$ survive in the sum. Integration from $0$ to $\Phi$ gives
\begin{equation}
f-m=\frac{\sigma_s}{N}\int_0^{\Phi}du\,(1-z)\sum_nn^2P_nz^n .
\label{eq:gap}
\end{equation}
For $\sigma_s>0$ and $\Phi>0$ the right side is positive: the mean-field fraction lies above the exact mean.

To leading order in $1/N$ at fixed fluence, replace $P_n$ by $p_n$. The sum is then $e^{-Su}z(1+bz)/(1-bz)^3$. Cutting the history at $u$ leaves $n$ independent lines, each of which survives with probability $z$, so $e^{-Su}z/(1-bz)=1-f(\Phi)$. With $q=1/(1-bz)$ the sum becomes $[1-f(\Phi)]\,q(2q-1)$.

For $r=8$ at the half-fluence, use $y=e^{S(\Phi-u)}$, which runs from $10$ to $1$. Then $e^{-Su}=y/10$, $z=9/(8+y)$, $q=5(8+y)/(9y)$ and $2q-1=(80+y)/(9y)$. With $du=-dy/(Sy)$ and $\sigma_s/S=8/9$,
\begin{align}
N(f-m)&\simeq\frac{20}{729}\int_1^{10}\frac{(y-1)(y+80)}{y^3}\,dy\nonumber\\
&=\frac{20}{729}\left(\ln10+79\times0.9-40\times0.99\right)=0.93 .
\end{align}
The exact mean can be found numerically by applying the matrix exponential of the transition rates to the distribution of the number of amorphous cells. At this fluence, where mean field gives $0.5$, it yields shortfalls of $0.0410$, $0.0090$, $0.0023$ and $0.0006$ for $N=20$, $100$, $400$ and $1600$. The estimate $0.93/N$ gives $0.046$, $0.0093$, $0.0023$ and $0.0006$. Single realizations scatter much more than the mean is shifted: the standard deviation of $F$ is $0.047$ for $N=400$.

\subsection{What each derivation assumes}

Both derivations take constant cross-sections, a uniform layer, no recovery, and partners drawn from the whole set of cells. They differ in where the large number of cells enters. The first replaces $\langle F^2\rangle$ by $\langle F\rangle^2$. The second assumes that the cells in a history are all different. As long as partners are drawn from all $N$ cells, the two assumptions become true together as $N$ grows: repeated partners become rare, the histories of two cells share no member, the cells are crystalline independently of each other, and the variance of $F$ vanishes.

The two assumptions part if partners are drawn from a few neighbours only. Distant cells still have separate histories, so the variance of $F$ still vanishes in a large layer. But a crystalline cell now sees the state of its neighbours, not $F$, so Eq.~(\ref{eq:moment}) no longer holds, and the cells within one history are no longer all different. Two attempts on a cell with $k$ neighbours name the same partner with probability $1/k$, however large the layer is, so the error no longer disappears with its size. Equation~(\ref{eq:recall}) is then an approximation whose quality depends on the range of the stimulation. For $r=8$ on a square lattice with $k=4$, simulation gives a mean fraction of about $0.44$ where mean field gives $0.5$, for every size from $100$ to $6400$ cells.

The first derivation adapts more easily to other physics. Recovery at a constant rate per unit fluence, for example, adds a term proportional to $-f$ to the rate equation, and the right side remains quadratic. The second derivation, as given, breaks down in that case, because a cell that was hit need not still be amorphous when it is named as a partner. It is mended by striking a cell from the list when the trace meets its recovery, at the price of an extra term in Eq.~(\ref{eq:pn}) and of allowing an empty list. In return, the second gives the mean-field error as the exact expression (\ref{eq:gap}). Equation~(\ref{eq:moment}) alone fixes only its sign: the variance cannot be negative, so the exact mean cannot rise above the mean-field solution. The size needs a further equation for the variance. To leading order in $1/N$, $V=N\,\mathrm{Var}\,F$ obeys $dV/d\Phi=2(\sigma_s-\sigma_a-2\sigma_sf)V+(1-f)(\sigma_a+\sigma_sf)$, and inserting it in Eq.~(\ref{eq:moment}) gives the same $0.93/N$ in the example.

Neither derivation makes an observed S-shape proof of stimulation. Suppose that a cell needs two independent hits of cross-section $\sigma$ to become amorphous. It stays crystalline after zero or one hit, so $f=1-(1+\sigma\Phi)e^{-\sigma\Phi}$ and $df/d\Phi=\sigma^2\Phi e^{-\sigma\Phi}$. This slope has a maximum at $\Phi=1/\sigma$, and the curve is also sigmoidal. The two laws differ at low fluence in an initially crystalline layer: the two-hit curve starts with zero slope, whereas direct impact with stimulation starts with the slope $\sigma_a$. A finite initial slope is no proof of stimulation either. If direct impacts and two-hit overlap act together, $1-f=(1+\sigma\Phi)e^{-(\sigma_a+\sigma)\Phi}$. This curve starts with the slope $\sigma_a$ and the curvature $\sigma^2-\sigma_a^2$, so it is sigmoidal for $\sigma>\sigma_a$.
